# Marcus Activation Energy and the Inverted Region in Acid Generation

## Definitions and conventions

An excited donor molecule in a resist passes one electron to a nearby acid generator. The reactant state R has the electron on the donor; the product state P has it on the acid generator. Both are single, localized electronic states. The release of acid happens afterwards and is not part of the transfer rate.

The reaction free energy $\Delta G$ is the free energy of P minus that of R, each with its surroundings relaxed. The driving force is $D=-\Delta G$, positive for a downhill transfer. The reorganization energy $\lambda>0$ is the cost of distorting R, without moving the electron, to the relaxed geometry of P. The electronic coupling is $V$, the temperature $T$, and $k_B$ is Boltzmann's constant. Energies are in eV and rates in s⁻¹, the natural units for this problem, so $\hbar$ is written out.

The claim under study is that the activation free energy is
$$\Delta G^\ddagger=\frac{(\lambda+\Delta G)^2}{4\lambda},$$
and that transfer becomes slower when $D$ exceeds $\lambda$. The second part needs a reference: slower than what? The answer comes out of the rate below.

## First case: one coordinate

Let $s$ measure the distortion of molecules and surroundings, with $s=0$ at the minimum of R and $s=1$ at the minimum of P. Two parabolas of equal curvature are
$$G_R(s)=\lambda s^2,\qquad G_P(s)=\lambda(s-1)^2+\Delta G .$$
The definition of $\lambda$ is respected, since $G_R(1)-G_R(0)=\lambda$.

The electron can move without a change of total energy where the curves cross:
$$\lambda s^2=\lambda s^2-2\lambda s+\lambda+\Delta G .$$
The quadratic terms cancel because the curvatures are equal. What is left is linear and has one solution,
$$s^*=\frac{\lambda+\Delta G}{2\lambda}=\frac{\lambda-D}{2\lambda}.$$
The height of the crossing above the reactant minimum is
$$\Delta G^\ddagger=\lambda (s^*)^2=\frac{(\lambda+\Delta G)^2}{4\lambda}=\frac{(\lambda-D)^2}{4\lambda}.$$

**Limits.** For $D=0$ the crossing is halfway, $s^*=1/2$, and the barrier is $\lambda/4$. For $D=\lambda$ the product curve passes through the reactant minimum and the barrier vanishes. For $D>\lambda$ the crossing has $s^*<0$: the surroundings must first distort *away* from the product geometry. The reason is visible at $s=0$, where $G_P-G_R=\lambda-D$ is now negative. The product level lies too low, and a distortion away from its minimum lifts it to meet the reactant level. This range is called the inverted region.

**What equal curvature contributes.** Let the product curvature be $r$ times that of the reactant, with $\lambda$ still defined on the reactant curve. The crossing condition $\lambda s^2=r\lambda(s-1)^2-D$ becomes
$$(1-r)\lambda s^2+2r\lambda s+D-r\lambda=0,$$
and the quadratic term survives. For $\lambda=1$ eV and $D=1.8$ eV the barrier is 0.160 eV at $r=1$, but 0.265 eV at $r=0.9$ and 0.098 eV at $r=1.1$. A ten percent change of curvature thus raises the barrier by 66% or lowers it by 38%, relative to the equal-curvature value. The direction is understandable: at $s=0$ the product level lies at $r\lambda-D$, so a softer product curve starts further below the reactant and also rises more slowly towards $s<0$. Most of this change comes from the first cause. The reorganization energy measured on the product curve is now $r\lambda$, and the barrier vanishes at $D=r\lambda$. The Marcus formula with $r\lambda$ in place of $\lambda$ gives $(0.9-1.8)^2/3.6=0.225$ eV and $(1.1-1.8)^2/4.4=0.111$ eV. The mismatch of curvatures itself adds only 18% in the first case and removes 12% in the second. Deep in the inverted region the barrier is therefore sensitive first to which curve defines $\lambda$, and to a smaller degree to the assumption of equal curvature.

## Generalization: many modes

A resist has many nuclear coordinates. Let them be classical harmonic modes $q_i$ with force constants $k_i$, and let electron transfer shift their equilibrium positions by $d_i$ without changing their frequencies:
$$E_R=\tfrac12\sum_i k_iq_i^2,\qquad E_P=\tfrac12\sum_i k_i(q_i-d_i)^2+\Delta G,\qquad \lambda=\tfrac12\sum_i k_id_i^2 .$$
The constant in $E_P$ is an energy difference. It may be called $\Delta G$ because the thermal integrals over $e^{-E/k_BT}$ have the same widths in both states, so their ratio is $e^{-\Delta G/k_BT}$.

Define the energy gap $X=E_P-E_R$ at fixed nuclei. Expanding the square gives
$$X=\tfrac12\sum_i k_i\left(q_i^2-2q_id_i+d_i^2-q_i^2\right)+\Delta G=\lambda+\Delta G-\sum_i k_id_iq_i .$$
In thermal equilibrium in R the $q_i$ are independent Gaussian variables with mean zero and variance $k_BT/k_i$. A linear combination of them is Gaussian too. Its mean and variance are
$$\bar X=\lambda+\Delta G,\qquad \sigma^2=\sum_i k_i^2d_i^2\,\frac{k_BT}{k_i}=k_BT\sum_i k_id_i^2=2\lambda k_BT .$$
The probability density of the gap is therefore
$$p_R(X)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(X-\lambda-\Delta G)^2}{4\lambda k_BT}\right].$$

The free energy at a given gap is $-k_BT\ln p_R(X)$ up to a constant. Setting it to zero at its minimum gives
$$F_R(X)=\frac{(X-\lambda-\Delta G)^2}{4\lambda}.$$
For P, the thermal integral at fixed $X$ contains $e^{-E_P/k_BT}=e^{-X/k_BT}e^{-E_R/k_BT}$. The first factor is constant at fixed $X$ and comes out of the integral, so $F_P(X)=F_R(X)+X$. To complete the square, write
$$(X-\lambda-\Delta G)^2+4\lambda X=X^2+2(\lambda-\Delta G)X+(\lambda+\Delta G)^2$$
$$=(X+\lambda-\Delta G)^2+(\lambda+\Delta G)^2-(\lambda-\Delta G)^2 .$$
The last two terms give $4\lambda\Delta G$, hence
$$F_P(X)=\Delta G+\frac{(X+\lambda-\Delta G)^2}{4\lambda}.$$
Both parabolas have curvature $1/(2\lambda)$. In this model equal curvature is a consequence of unchanged frequencies. Since $F_P-F_R=X$, they cross at $X=0$, and $F_R(0)=(\lambda+\Delta G)^2/(4\lambda)$ as before.

**Is there a lower crossing elsewhere?** The condition $X=0$ defines a whole surface in the space of the modes. Minimizing $E_R$ on it with a multiplier $\mu$ requires $k_iq_i=\mu k_id_i$, so $q_i=\mu d_i$. The condition $\sum_ik_id_iq_i=\lambda+\Delta G$ then reads $2\lambda\mu=\lambda+\Delta G$, which gives $\mu=s^*$. The energy there is $\tfrac12\sum_ik_i(s^*d_i)^2=\lambda(s^*)^2$. Because $E_R$ is convex and the condition linear, this is the lowest point. The one-coordinate picture is thus the path $q_i=sd_i$ through the full space. A constrained numerical minimization with three unequal modes reproduced the barrier within $10^{-5}$ eV for all five driving forces used below.

## From a barrier to a rate

A barrier alone does not say how fast the electron moves. Take first a fixed gap $X$, with R at energy zero and P at energy $X$. The amplitude $c_P$ obeys
$$i\hbar\,\dot c_P=Xc_P+Vc_R .$$
Start in R and keep the lowest order in $V$, so that $c_R\approx1$. With $c_P=b\,e^{-iXt/\hbar}$ the term in $X$ cancels, and
$$\dot b=-\frac{iV}{\hbar}e^{iXt/\hbar},\qquad b(t)=-\frac{V}{X}\left(e^{iXt/\hbar}-1\right),\qquad |b|^2=\frac{4V^2}{X^2}\sin^2\frac{Xt}{2\hbar}.$$
For one fixed gap the population oscillates, and there is no rate. A rate appears after averaging over $p_R(X)$. Differentiating $|b|^2$ gives
$$\frac{d|b|^2}{dt}=\frac{2V^2}{\hbar}\,\frac{\sin(Xt/\hbar)}{X}=\frac{2V^2}{\hbar^2}\int_0^t\cos\frac{Xt'}{\hbar}\,dt' .$$
The Gaussian average of the cosine is $\cos(\bar Xt'/\hbar)\,e^{-\sigma^2t'^2/2\hbar^2}$. It dies out within a few times $\hbar/\sigma$, after which the growth is steady. The upper limit can then be taken to infinity. With $\int_0^\infty\cos(at')e^{-bt'^2}dt'=\tfrac12\sqrt{\pi/b}\,e^{-a^2/4b}$, where here $a=\bar X/\hbar$ and $b=\sigma^2/2\hbar^2$ are constants,
$$k=\frac{2V^2}{\hbar^2}\cdot\frac{\sqrt{2\pi}\,\hbar}{2\sigma}\,e^{-\bar X^2/2\sigma^2}=\frac{2\pi V^2}{\hbar}\,p_R(0).$$
Inserting $\sigma^2=2\lambda k_BT$ yields the Marcus rate,
$$k=\frac{2\pi V^2}{\hbar}\,\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(\lambda+\Delta G)^2}{4\lambda k_BT}\right].$$

The derivation treats the nuclei as frozen while the average settles, and assumes that their motion afterwards keeps the gap distribution at equilibrium, including the narrow range near $X=0$ where transfer takes place. Transfer empties this range first, so a relaxation time shorter than $1/k$ need not be enough. If important modes relax too slowly, as may happen in a solid resist, the formula above no longer gives the rate. The coupling must be weak and independent of the nuclear positions.

**Test with quantum nuclei.** The frozen classical nuclei can be replaced by one slow quantum oscillator of quantum 0.005 eV that carries the whole $\lambda$. Its rate is a thermal sum over transitions between vibrational levels, with overlaps found by diagonalization and the discrete lines replaced by their mean density. At the five driving forces the result agrees with the Marcus rate within 5%. The largest difference is at $D=1.8$ eV, where the quantum sum is 3% higher.

## The turnover

With $\lambda$, $V$ and $T$ fixed, the prefactor does not depend on $D$, and
$$\frac{\partial\ln k}{\partial D}=\frac{\lambda-D}{2\lambda k_BT},\qquad \frac{\partial^2\ln k}{\partial D^2}=-\frac{1}{2\lambda k_BT}<0 .$$
The rate rises for $D<\lambda$, has its single maximum at $D=\lambda$, and falls for $D>\lambda$. This answers the question left open at the start. Beyond $\lambda$ the transfer is slower than at $D=\lambda$, and slower still with each further increase of $D$. It is not slower than every transfer with a smaller driving force, because $D=\lambda+x$ and $D=\lambda-x$ have equal barriers and equal rates.

## Numbers for a model donor series

Take five donors that differ in $D$ alone, with round parameters that stand for no particular material: $\lambda=1$ eV, $V=0.001$ eV and $T=300$ K, so that $k_BT=0.02585$ eV. The gap fluctuates with $\sigma=\sqrt{2\times1\times0.02585}=0.227$ eV, and $\hbar/\sigma=2.9\times10^{-15}$ s.

At $D=1.0$ eV the exponential is one and the rate equals the prefactor, $1.675\times10^{10}$ s⁻¹. At $D=1.8$ eV
$$\Delta G^\ddagger=\frac{(1.0-1.8)^2}{4}=0.160\ \text{eV}\quad(15.4\ \text{kJ/mol}),$$
$$k=1.675\times10^{10}\times e^{-0.160/0.02585}=3.44\times10^{7}\ \text{s}^{-1}.$$
The extra 0.8 eV of driving force slows the transfer by a factor of 487.

Whether this costs acid depends on what competes. Let the excited donor also decay by itself with lifetime $\tau$. The number $N$ of excited donors obeys $\dot N=-(k+1/\tau)N$, so the fraction that transfers an electron is
$$\varphi=\int_0^\infty k\,e^{-(k+1/\tau)t}dt=\frac{k}{k+1/\tau}.$$
For $\tau=10$ ns the competing rate is $10^8$ s⁻¹.

| $D$ (eV) | $\Delta G^\ddagger$ (eV) | $k$ (s⁻¹) | $\varphi$ |
|---|---|---|---|
| 0.2 | 0.160 | $3.44\times10^{7}$ | 0.256 |
| 0.6 | 0.040 | $3.56\times10^{9}$ | 0.973 |
| 1.0 | 0 | $1.675\times10^{10}$ | 0.994 |
| 1.4 | 0.040 | $3.56\times10^{9}$ | 0.973 |
| 1.8 | 0.160 | $3.44\times10^{7}$ | 0.256 |

The table is symmetric about $D=\lambda$. Between 1.0 and 1.4 eV the rate drops by a factor of 4.7, yet $\varphi$ loses just two percentage points. In the limit $k\tau\gg1$ one has $\varphi\approx1-1/(k\tau)$, and the transfer is fast enough whatever its precise rate. At 1.8 eV the transfer is slower than the decay, and three quarters of the excited donors are lost. If each transferred electron releases at most one acid molecule, $\varphi$ is an upper limit on the acid released per excited donor by this route.

The table assumes that the gap distribution stays at equilibrium. Let the gap instead diffuse in the reactant well with a single relaxation time $\tau_r$, with irreversible transfer at $X=0$. At $D=\lambda$ the mean time to transfer is then $1/k+\tau_r\ln 2$. With the parameters above, for $D=1.0$, 1.4 and 1.8 eV, the rates stay within about 2% of the table for $\tau_r=1$ ps. For $\tau_r=100$ ps they fall below half, even at $D=1.8$ eV where $1/k=29$ ns. For $\tau_r=1$ ns the fractions $\varphi$ become 0.93, 0.62 and 0.02. The table therefore applies only if the modes carrying $\lambda$ relax within about a picosecond, which cannot be taken for granted in a solid resist.

## Second generalization: a fast quantum mode

Stretching vibrations of molecules can have quanta well above $k_BT$, and for them the classical treatment fails. Let one such mode, of angular frequency $\omega$, carry the part $\lambda_v$ of the reorganization energy, and let the slow classical modes carry $\lambda_s=\lambda-\lambda_v$.

Before transfer the fast mode is in its ground state $|0\rangle$. After transfer its equilibrium position is shifted by $d$, and it may end in any level $|n'\rangle$ of the shifted oscillator. Let $a$ and $a'$ be the lowering operators of the unshifted and shifted oscillators and $m$ the mass of the mode. Since $q=\sqrt{\hbar/2m\omega}\,(a+a^\dagger)$, a shift of $q$ by $d$ means $a'=a-\alpha$ with $\alpha=d\sqrt{m\omega/2\hbar}$. From $a|0\rangle=0$ follows $a'|0\rangle=-\alpha|0\rangle$. Expanding $|0\rangle=\sum_nc_n|n'\rangle$ and using $a'|n'\rangle=\sqrt n\,|(n-1)'\rangle$ gives
$$\sqrt{n+1}\,c_{n+1}=-\alpha c_n,\qquad c_n=\frac{(-\alpha)^n}{\sqrt{n!}}\,c_0 .$$
Normalization requires $c_0^2=e^{-\alpha^2}$. The squared overlaps form a Poisson distribution,
$$c_n^2=e^{-S}\frac{S^n}{n!},\qquad S=\alpha^2=\frac{m\omega d^2}{2\hbar}=\frac{\tfrac12m\omega^2d^2}{\hbar\omega}=\frac{\lambda_v}{\hbar\omega}.$$

Each level $n$ is a separate product state. Its coupling is $Vc_n$, and its driving force is reduced to $D-n\hbar\omega$, because $n$ quanta stay in the mode. To second order in the coupling the populations of different product states add:
$$k=\sum_{n=0}^{\infty}e^{-S}\frac{S^n}{n!}\,k_{cl}(\lambda_s,\,D-n\hbar\omega),$$
where $k_{cl}$ is the Marcus rate with the reorganization energy and driving force shown.

**Limit.** For $\lambda_v\to0$ one has $S\to0$, only $n=0$ survives, and the Marcus rate returns.

**Numbers.** Keep the total at $\lambda=1$ eV, and put $\lambda_v=0.3$ eV into a mode with $\hbar\omega=0.18$ eV. Then $S=0.3/0.18=1.67$, and $\hbar\omega/k_BT\approx7$ justifies the ground-state assumption. The rates are $1.27\times10^{10}$, $4.7\times10^{9}$ and $5.7\times10^{8}$ s⁻¹ at $D=1.0$, 1.4 and 1.8 eV. The rate still falls, but from 1.0 to 1.8 eV by a factor of 22 instead of 487.

The term $n=5$ at $D=1.8$ eV shows why. Five quanta take up 0.9 eV and leave an effective driving force of 0.9 eV, close to $\lambda_s=0.7$ eV. The barrier is $(0.7-0.9)^2/2.8=0.014$ eV, with a Boltzmann factor of 0.575. The Poisson weight is 0.020, and the prefactor is $1.675\times10^{10}/\sqrt{0.7}=2.0\times10^{10}$ s⁻¹. The product, $2.3\times10^8$ s⁻¹, is about 40% of the whole rate. The mode absorbs surplus energy, at the price of a small overlap but with almost no barrier.

The largest rate now lies near $D=0.945$ eV, slightly below the total $\lambda$. The turnover at exactly $D=\lambda$ therefore belongs to the classical model with equal curvatures. The transfer fraction at 1.8 eV rises from 0.26 to $5.7/(5.7+1.0)=0.85$, so the predicted loss of acid depends strongly on how $\lambda$ is divided between slow and fast modes.

## Where the prediction does not apply

If the product has an excited electronic state at energy $\varepsilon$ with comparable coupling, it opens another channel with driving force $D-\varepsilon$. When this is near $\lambda$, the total rate need not fall. Secondary electrons freed by the exposure have a continuum of energies and no single $D$, so the two-state rate does not describe their capture.

If a bond of the acid generator breaks in the same step as the transfer, the product curve along that bond is not a parabola with the reactant's curvature. The test above shows that a ten percent change of the product curvature alters the inverted barrier noticeably, mostly by shifting the reorganization energy on the product curve and partly through the mismatch itself. It does not give the size of the change for a breaking bond, which needs its own product curve. Finally, a comparison of real donors tests the turnover only as far as $\lambda$ and $V$ stay the same along the series.

## Computed results

```
temperature = 300 K
thermal energy kT = 0.02585 eV
reorganization energy = 1.0 eV
electronic coupling = 0.001 eV
donor lifetime = 1.0e-08 s
standard deviation of the gap = 0.2274 eV
dephasing time hbar/deviation = 2.89e-15 s
driving force D = 0.2 eV:
  crossing position s* = 0.40 (no unit)
  activation free energy = 0.1600 eV
  Marcus rate = 3.436e+07 1/s
  quantum vibronic-sum rate = 3.463e+07 1/s
  transfer fraction = 0.2557 (no unit)
driving force D = 0.6 eV:
  crossing position s* = 0.20 (no unit)
  activation free energy = 0.0400 eV
  Marcus rate = 3.564e+09 1/s
  quantum vibronic-sum rate = 3.575e+09 1/s
  transfer fraction = 0.9727 (no unit)
driving force D = 1.0 eV:
  crossing position s* = 0.00 (no unit)
  activation free energy = 0.0000 eV
  Marcus rate = 1.675e+10 1/s
  quantum vibronic-sum rate = 1.672e+10 1/s
  transfer fraction = 0.9941 (no unit)
driving force D = 1.4 eV:
  crossing position s* = -0.20 (no unit)
  activation free energy = 0.0400 eV
  Marcus rate = 3.564e+09 1/s
  quantum vibronic-sum rate = 3.576e+09 1/s
  transfer fraction = 0.9727 (no unit)
driving force D = 1.8 eV:
  crossing position s* = -0.40 (no unit)
  activation free energy = 0.1600 eV
  Marcus rate = 3.436e+07 1/s
  quantum vibronic-sum rate = 3.544e+07 1/s
  transfer fraction = 0.2557 (no unit)
quantum of the slow mode in that sum = 0.005 eV
d ln k / dD at D = 0.6 eV: 7.74 1/eV
d ln k / dD at D = 1.4 eV: -7.74 1/eV
Marcus rate ratio, D = 1.0 eV to 1.8 eV = 487.4 (no unit)
barrier at D = 1.8 eV = 15.44 kJ/mol
barrier, D = 1.8 eV, curvature ratio 0.9 = 0.2649 eV
barrier, D = 1.8 eV, curvature ratio 1.0 = 0.1600 eV
barrier, D = 1.8 eV, curvature ratio 1.1 = 0.0984 eV
fast-mode reorganization energy = 0.3 eV
fast-mode quantum = 0.18 eV
Huang-Rhys factor = 1.667 (no unit)
rate with fast mode, D = 1.0 eV = 1.268e+10 1/s
rate with fast mode, D = 1.4 eV = 4.724e+09 1/s
rate with fast mode, D = 1.8 eV = 5.715e+08 1/s
fast-mode rate ratio, 1.0 to 1.8 eV = 22.2 (no unit)
driving force of largest fast-mode rate = 0.95 eV
```
